# Gaussian-Orbital and Harmonic Energies of the bcc Wigner Crystal

## Scaling and the form of the energy

Consider electrons in a rigid, uniform, positive background that makes the system neutral. In Hartree atomic units the density \(n\) defines the dimensionless radius \(r_s\) by

\[
\frac{4\pi}{3}r_s^3 n=1,\qquad n=\frac{3}{4\pi r_s^3}. \tag{1}
\]

If every length is measured in units of \(r_s\), the kinetic energy carries a factor \(1/r_s^2\) and the Coulomb energy a factor \(1/r_s\). At large \(r_s\) the Coulomb energy dominates and favours localised electrons. A static lattice then has energy \(c_0/r_s\). A small displacement meets a force constant proportional to \(1/r_s^3\), because it is a second derivative of a Coulomb energy. The electron mass is one, so vibrational frequencies scale as \(r_s^{-3/2}\), and so does their zero-point energy. The energy per electron therefore has the form

\[
E=\frac{c_0}{r_s}+\frac{c_1}{r_s^{3/2}}+\cdots . \tag{2}
\]

Scaling fixes the powers. The number \(c_0\) depends on the lattice, here body-centred cubic (bcc), and \(c_1\) depends on how the motion is described. A product of Gaussian site orbitals gives \(c_1=1.5\); coupled harmonic vibrations give \(c_1\approx1.33\).

## The product state

Place one electron at each site \(\mathbf R_i\), in the normalised orbital

\[
\phi_i(\mathbf r)=(2\pi\sigma^2)^{-3/4}
\exp\!\left[-\frac{|\mathbf r-\mathbf R_i|^2}{4\sigma^2}\right]. \tag{3}
\]

Its density is a Gaussian of variance \(\sigma^2\) along each axis, so the mean square displacement is \(3\sigma^2\). The trial state is the product of these orbitals. It is not antisymmetric; the cost of this omission is estimated below.

Since \(\nabla\phi=-\mathbf u\,\phi/(2\sigma^2)\), with \(\mathbf u=\mathbf r-\mathbf R_i\), the kinetic energy per electron is

\[
T=\frac12\int|\nabla\phi|^2d^3r
=\frac{\langle u^2\rangle}{8\sigma^4}
=\frac{3}{8\sigma^2}. \tag{4}
\]

For the potential energy, start from point electrons on the sites, with energy \(E_M\) per electron, and spread each into its Gaussian cloud. Two spherical clouds that do not overlap repel like point charges, so their mutual energy is unchanged. The energy with the background does change. An electron's potential energy \(U\) in the positive background satisfies \(\nabla^2U=4\pi n\). Let \(M(u)\) be the mean of \(U\) over a sphere of radius \(u\) about the site. Gauss's theorem gives

\[
M'(u)=\frac{1}{4\pi u^2}\,4\pi n\,\frac{4\pi u^3}{3}
=\frac{4\pi n}{3}u,\qquad
M(u)=U(0)+\frac{2\pi n}{3}u^2 . \tag{5}
\]

Averaging over the cloud, with \(\langle u^2\rangle=3\sigma^2\) and (1), gives

\[
\Delta V=2\pi n\sigma^2=\frac{3\sigma^2}{2r_s^3}. \tag{6}
\]

No quartic term appears: the spherical average removes it.

The tails of the Gaussians do overlap. The separation of two electrons at sites a distance \(R\) apart has variance \(2\sigma^2\) per axis, so their repulsion is the potential at \(R\) of a Gaussian charge of that variance. This potential is \(\operatorname{erf}(R/2\sigma)/R\). Indeed,

\[
\frac{d^2}{dR^2}\operatorname{erf}\frac{R}{2\sigma}
=-\frac{R}{2\sqrt\pi\,\sigma^3}e^{-R^2/4\sigma^2}
=-4\pi R\,\frac{e^{-R^2/4\sigma^2}}{(4\pi\sigma^2)^{3/2}}, \tag{7}
\]

which is Poisson's equation for \(R\) times the potential. Relative to point charges, each pair energy changes by \(-\operatorname{erfc}(R/2\sigma)/R\). With half of each pair assigned to each electron,

\[
E(\sigma)=E_M+\frac{3}{8\sigma^2}+\frac{3\sigma^2}{2r_s^3}
-\frac12\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sigma)}{R}. \tag{8}
\]

## The static coefficient

The potential energy in (8) can also be found in reciprocal space, and comparing the two results determines \(E_M\). The bcc lattice has one site per primitive cell of volume \(1/n\). The smeared electron density has Fourier coefficients \(n e^{-G^2\sigma^2/2}\) at the reciprocal vectors \(\mathbf G\), and the background cancels the one at \(\mathbf G=0\). The electrostatic energy per cell is

\[
\frac{1}{2n}\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}n^2e^{-G^2\sigma^2}
=2\pi n\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{G^2}. \tag{9}
\]

This includes the repulsion of each cloud with itself, which is absent for a single electron. It equals half the limit of \(\operatorname{erf}(R/2\sigma)/R\) as \(R\to0\), namely \(1/(2\sqrt\pi\,\sigma)\). Subtracting it and equating the result to the potential part of (8) gives

\[
E_M=2\pi n\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{G^2}
-\frac{1}{2\sqrt\pi\,\sigma}-2\pi n\sigma^2
+\frac12\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sigma)}{R}. \tag{10}
\]

This is an Ewald sum. Its left side does not depend on \(\sigma\), which may be chosen to make both sums converge quickly. For bcc,

\[
E_M=-\frac{0.8959}{r_s}. \tag{11}
\]

The numerical check obtains the same value from a direct sum of screened interactions, extrapolated to zero screening.

## Minimisation and the Einstein frequency

Drop the exponentially small sum in (8). The stationary condition is

\[
-\frac{3}{4\sigma^3}+\frac{3\sigma}{r_s^3}=0,
\qquad \sigma^4=\frac{r_s^3}{4},
\qquad \sigma^2=\frac{r_s^{3/2}}{2}. \tag{12}
\]

It is a minimum, since both variable terms are convex in \(\sigma>0\). Each of them equals \(0.75/r_s^{3/2}\), and therefore

\[
E_{\rm prod}=-\frac{0.8959}{r_s}+\frac{1.5}{r_s^{3/2}}. \tag{13}
\]

The same result follows from an oscillator picture. Hold all electrons but one on their sites. Near its own site, the potential energy of the free electron has Laplacian \(4\pi n\) from the background and zero from the distant point charges. Cubic symmetry makes the matrix of second derivatives a multiple \(K\) of the identity, so

\[
3K=4\pi n,\qquad
\omega_E^2=K=\frac{4\pi n}{3}=\frac{1}{r_s^3},\qquad
\omega_E=r_s^{-3/2}. \tag{14}
\]

This is the Einstein frequency. The plasma frequency satisfies \(\omega_p^2=4\pi n\), hence \(\omega_E=\omega_p/\sqrt3\). A three-dimensional oscillator has ground-state energy \(3\omega_E/2\) and variance \(1/(2\omega_E)\) per axis, in agreement with (12) and (13).

## When the product state is adequate

At the optimum width the first neglected term in (8) is controlled by

\[
e^{-R_1^2/4\sigma^2}=e^{-R_1^2/(2r_s^{3/2})}
\approx e^{-1.547\sqrt{r_s}}, \tag{15}
\]

where \(R_1=1.7589\,r_s\) is the nearest-neighbour distance. Antisymmetry introduces the same exponential. For two sites separated by \(\mathbf R\), completing the square gives

\[
u^2+|\mathbf u-\mathbf R|^2
=2\left|\mathbf u-\tfrac12\mathbf R\right|^2+\tfrac12R^2 . \tag{16}
\]

The product of the two orbitals is thus \(S=e^{-R^2/8\sigma^2}\) times a normalised Gaussian of variance \(\sigma^2\) at the midpoint. Exchange terms for the pair contain this product twice, so they carry \(S^2=e^{-R^2/4\sigma^2}\).

The kinetic part can be found explicitly. With \(\mathbf v=\mathbf u-\mathbf R\), the second orbital obeys

\[
-\tfrac12\nabla^2\phi_b
=\left(\frac{3}{4\sigma^2}-\frac{v^2}{8\sigma^4}\right)\phi_b . \tag{17}
\]

In the midpoint Gaussian \(\langle v^2\rangle=3\sigma^2+R^2/4\). The off-diagonal kinetic element is therefore

\[
T_{ab}=S\left(\frac{3}{8\sigma^2}-\frac{R^2}{32\sigma^4}\right)
=S\left(T-\frac{R^2}{32\sigma^4}\right). \tag{18}
\]

For parallel spins the normalised state is \((\phi_a\phi_b-\phi_b\phi_a)/\sqrt{2(1-S^2)}\), with kinetic energy

\[
\frac{2T-2ST_{ab}}{1-S^2}
=2T+\frac{S^2R^2}{16\sigma^4(1-S^2)}. \tag{19}
\]

The last term is the kinetic cost of antisymmetry. Since the direct and exchange corrections share one exponential, keeping the sum in (8) while ignoring exchange would not be a consistent improvement. At \(r_s=1\) the exponential (15) is about 0.21, and the picture of separate site orbitals fails.

## Coupled vibrations

Let \(\mathbf u_i\) now be the displacement of electron \(i\) from its site. To second order the potential energy is

\[
V=NE_M+\frac12\sum_{ij}\mathbf u_i\cdot D_{ij}\cdot\mathbf u_j . \tag{20}
\]

Displacing one electron alone gives \(D_{ii}=\omega_E^2I\), by (14). For \(i\ne j\), the repulsion depends on \(\mathbf R_i-\mathbf R_j+\mathbf u_i-\mathbf u_j\). One derivative acts on \(\mathbf u_i\) and the other on \(-\mathbf u_j\), so \(D_{ij}=-\nabla\nabla(1/R)\), evaluated at \(\mathbf R_i-\mathbf R_j\). Plane-wave displacements decouple different wave vectors, and inversion symmetry leaves the cosine:

\[
D(\mathbf k)=\omega_E^2I-\sum_{\mathbf R\ne0}
\cos(\mathbf k\cdot\mathbf R)\,\nabla\nabla\frac1R . \tag{21}
\]

The sum converges slowly. For computation, split \(1/R\) into \(\operatorname{erfc}(\eta R)/R\) and \(f(R)=\operatorname{erf}(\eta R)/R\). The first part is summed directly. For the second, add and subtract the \(\mathbf R=0\) term and use the Fourier transform \(4\pi e^{-q^2/4\eta^2}/q^2\). Near the origin \(f=(2\eta/\sqrt\pi)(1-\eta^2R^2/3+\cdots)\), so \(\nabla\nabla f(0)=-4\eta^3I/(3\sqrt\pi)\). With \(\mathbf q=\mathbf k+\mathbf G\),

\[
\begin{aligned}
D(\mathbf k)={}&\left(\omega_E^2-\frac{4\eta^3}{3\sqrt\pi}\right)I
-\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\,
\nabla\nabla\frac{\operatorname{erfc}(\eta R)}R\\
&+4\pi n\sum_{\mathbf G}\frac{\mathbf q\mathbf q}{q^2}e^{-q^2/4\eta^2}.
\end{aligned} \tag{22}
\]

The eigenvalues of \(D(\mathbf k)\) are the squared frequencies \(\omega_s^2(\mathbf k)\), \(s=1,2,3\). Each mode has zero-point energy \(\omega_s/2\). There is one wave vector per electron, so

\[
\frac{c_1}{r_s^{3/2}}
=\frac12\left\langle\sum_s\omega_s(\mathbf k)\right\rangle_{\mathbf k}
=\frac32\langle\omega\rangle , \tag{23}
\]

where \(\langle\cdots\rangle_{\mathbf k}\) averages over the Brillouin zone and \(\langle\omega\rangle\) averages over all modes.

## Why the harmonic coefficient is lower

Take the trace of (21). Away from the origin \(\nabla^2(1/R)=0\), so each intersite term contributes zero:

\[
\sum_s\omega_s^2(\mathbf k)=3\omega_E^2=\frac{3}{r_s^3}
\qquad(\mathbf k\ne0). \tag{24}
\]

Coupling redistributes the squared frequencies but leaves their mean at \(\omega_E^2\). The variance of the frequencies then fixes their mean:

\[
\operatorname{Var}(\omega)=\omega_E^2-\langle\omega\rangle^2\ge0,
\qquad
\langle\omega\rangle=\sqrt{\omega_E^2-\operatorname{Var}(\omega)}
\le\omega_E . \tag{25}
\]

Equality would require all frequencies to coincide. They do not, as the limit \(\mathbf k\to0\) shows. The \(\mathbf G=0\) term of (22) tends to \(4\pi n\,\mathbf k\mathbf k/k^2\), whose trace \(4\pi n\) already exhausts (24). The remainder is traceless, and in this limit it has cubic symmetry, so it is a multiple of the identity and must vanish. One longitudinal frequency thus tends to \(\omega_p=\sqrt3\,\omega_E\), and two transverse frequencies tend to zero.

Over the whole zone the mean frequencies of the lowest, middle and highest branches are 0.468, 0.717 and 1.473 in units of \(\omega_E\). Their average is 0.8858, and (23) gives

\[
c_1=1.5\times0.8858\approx1.329 . \tag{26}
\]

The relative variance is \(1-0.8858^2\approx0.215\). This spread accounts for the reduction from 1.5.

## The difference is correlation energy

A better orbital shape cannot close the gap within the harmonic Hamiltonian. In any product of site functions with zero mean displacement, \(\langle\mathbf u_i\mathbf u_j\rangle=0\) for \(i\ne j\). The intersite part of (20) then averages to zero, and the energy per electron above \(E_M\) is

\[
\left\langle\frac{p^2}{2}+\frac{\omega_E^2u^2}{2}\right\rangle
\ge\frac32\omega_E . \tag{27}
\]

The Gaussian attains this bound. Non-zero mean displacements would add the quadratic term of (20) evaluated at those means, which is not negative for a stable lattice. The best product coefficient is therefore 1.5, and the difference of \(-0.171\) is correlation energy at this order.

The harmonic ground state contains the missing correlation. Let \(D\) be the matrix with blocks \(D_{ij}\), and \(\mathbf u\) the vector of all displacements. Then

\[
\Psi\propto\exp\!\left(-\tfrac12\,\mathbf u^{\mathsf T}D^{1/2}\mathbf u\right),
\qquad
\langle\mathbf u\mathbf u^{\mathsf T}\rangle=\tfrac12D^{-1/2}. \tag{28}
\]

In variational Monte Carlo this is a Gaussian trial function with pair terms between different sites. Its mean square displacement per electron is \(\frac12\langle\sum_s\omega_s^{-1}\rangle_{\mathbf k}=2.42\,r_s^{3/2}\), compared with \(1.5\,r_s^{3/2}\) for the product. The soft modes have large amplitudes, so the electrons spread further than in the best product.

Kinetic and potential energies are equal in each oscillator mode, so each contributes 0.664 to \(c_1\), compared with 0.75 in the product state. The potential part divides into an on-site term \(\frac12\omega_E^2\langle u^2\rangle\), which contributes 1.212, and an intersite term:

\[
V_{\rm inter}=\left\langle\sum_s
\frac{\omega_s^2-\omega_E^2}{4\omega_s}\right\rangle_{\mathbf k}<0 . \tag{29}
\]

This follows because the potential energy of a mode is \(\omega_s^2/(4\omega_s)\), of which \(\omega_E^2/(4\omega_s)\) is on-site. The numerator averages to zero by (24), but the weight \(1/\omega_s\) is larger where the numerator is negative. The intersite contribution is \(-0.548\). It outweighs the rise of 0.462 in the on-site term.

Nearest neighbours tend to move in the same direction: \(\langle\mathbf u_0\cdot\mathbf u_1\rangle=0.28\,r_s^{3/2}\). This scalar alone does not determine the energy gain. The coupling \(\nabla\nabla(1/R)\) is traceless, so the gain depends on how the covariance differs along and across the line joining the sites.

## Worked example: \(r_s=100\)

The Einstein frequency is \(100^{-3/2}=0.001\) Ha. Equation (12) gives \(\sigma=\sqrt{1000/2}=22.36\) bohr, while nearest neighbours are 175.89 bohr apart. The two energies per electron are

\[
\begin{aligned}
E_{\rm prod}&=-0.0089593+0.0015000=-0.0074593\ \text{Ha},\\
E_{\rm harm}&=-0.0089593+0.0013286=-0.0076307\ \text{Ha},
\end{aligned} \tag{30}
\]

or \(-0.2030\) eV and \(-0.2076\) eV. Direct minimisation of the smeared-lattice energy, including the overlap term in (8), reproduces the product energy to the digits shown.

The squared neighbour overlap is \(1.9\times10^{-7}\). If all eight neighbours had parallel spin, there would be four such pairs per electron, and (19) would give a kinetic cost of about \(6\times10^{-9}\) Ha. The exchange Coulomb integral of a pair is \(S^2\) times the repulsion of two coincident midpoint Gaussians, \(S^2/(\sqrt\pi\,\sigma)\). It enters with the opposite sign and amounts to about \(2\times10^{-8}\) Ha for four pairs, about three times the kinetic term. The normalisation and the potential of the background and the remaining electrons add further terms of order \(S^2\), which reduce the magnitude of the net Coulomb change to about \(1.3\times10^{-8}\) Ha. All of these are far below the magnitude of the correlation energy, \(-1.71\times10^{-4}\) Ha. These estimates refer to the product state. In the harmonic state (28) the overlap under exchange of two nearest neighbours is about \(4\times10^{-7}\) in periodic cells of 16 to 128 electrons, roughly twice \(S^2\), which leaves the conclusion unchanged.

Anharmonicity is a more serious limitation. The root-mean-square displacement in the harmonic state is \(\sqrt{2.424}\,r_s^{3/4}\), or 0.28 of the neighbour distance at \(r_s=100\). This ratio falls only as \(r_s^{-1/4}\). With \(u\sim r_s^{3/4}\), a quartic term scales as \(u^4/r_s^5\sim r_s^{-2}\). A cubic term, \(u^3/r_s^4\), averages to zero in the even distribution from (28), but in second-order perturbation theory it gives \((u^3/r_s^4)^2/\omega_E\sim r_s^{-2}\). Anharmonic corrections thus begin at \(r_s^{-2}\). The truncated harmonic energy is an asymptotic estimate, not a variational upper bound. The two contributions have opposite signs. In a periodic cell of 54 electrons the quartic term gives \(+0.26/r_s^2\) and the cubic term \(-0.57/r_s^2\), a net lowering of about \(3\times10^{-5}\) Ha at \(r_s=100\), roughly a fifth of the correlation energy. This net value is not converged in cell size; a cell of 16 electrons gives only \(-0.04/r_s^2\).

The example also does not show that the crystal is the ground state at this density. Standard parametrisations of the electron-fluid energy (Perdew–Zunger, Vosko–Wilk–Nusair, Perdew–Wang) give between \(-0.00764\) and \(-0.00767\) Ha at \(r_s=100\), below both values in (30) and comparable with the harmonic value plus the anharmonic lowering. The two phases are nearly degenerate here, and the truncated expansion cannot decide between them.

## The full Coulomb energy in a finite cell

Variational Monte Carlo can compare the two states without truncating the potential. In a periodic cell of volume \(\Omega\) with \(N\) electrons, each electron moves together with its images. The periodic pair potential \(v\) includes a compensating background, so \(\nabla^2v=4\pi/\Omega\) away from the charges. The on-site force matrix is the sum of \(\nabla\nabla v\) over the other \(N-1\) electrons, with trace

\[
(N-1)\frac{4\pi}{\Omega}=4\pi n\left(1-\frac1N\right). \tag{31}
\]

By cubic symmetry the squared Einstein frequency is reduced by the factor \(1-1/N\). For \(N=16\), the product coefficient becomes \(1.5\sqrt{15/16}=1.4524\).

Sampling at \(r_s=100\) with the full Coulomb energy gives \(1.451\pm0.003\) for the product and \(1.294\pm0.004\) for the correlated Gaussian, where the uncertainties are one standard error. The correlated state remains lower by about 0.157. In it the three uniform translations are left out of (28) and carry no energy, whereas the product localises the centre of mass at a kinetic cost of \(0.75\sqrt{15/16}/16\approx0.045\); this part of the gap falls as \(1/N\), and about 0.11 of the gap remains without it. The harmonic value for the correlated state in this cell is 1.257, so the full potential raises its energy by \(0.037\pm0.004\). Odd terms average to zero in this state, so the increase comes from quartic and higher even terms. It is the shift for a fixed trial function, not the net anharmonic correction, which also contains the negative cubic contribution. It depends on the cell: the quartic term alone gives 0.037, 0.026 and 0.022 for 16, 54 and 128 electrons. The product shows no resolved shift, as expected from the spherical averaging behind (6).

These cell values are not estimates of the infinite-crystal coefficients: the cell has only 16 wave vectors, and its three uniform translations have zero frequency. They show that the lowering by correlated motion survives in this cell when the full Coulomb interaction is used.

## Computed results

```
Static coefficient, Ewald: -0.895929 Ha
Static coefficient, screened sum: -0.895929 Ha
Lattice constant / rs: 2.03098
Neighbour distance / rs: 1.75888
Einstein force constant * rs^3, [100]: 0.99998
Einstein force constant * rs^3, [111]: 1.00001
Infinite crystal, frequencies in units of omega_E:
  mean of lowest branch: 0.4680
  mean of middle branch: 0.7167
  mean of highest branch: 1.4726
  mean of all branches: 0.8858
Coefficients of rs^-1.5 in Ha per electron:
  harmonic zero-point energy: 1.3286
  harmonic minus product: -0.1714
  harmonic kinetic part: 0.6643
  harmonic on-site potential: 1.212
  harmonic intersite potential: -0.548
Displacements in units of rs^1.5 bohr^2:
  <u.u>, product: 1.500
  <u.u>, harmonic: 2.424
  neighbour <u0.u1>, harmonic: 0.282
Example rs: 100
Einstein frequency: 0.001000 Ha
sigma, formula: 22.3607 bohr
sigma, minimised: 22.3608 bohr
Neighbour distance: 175.89 bohr
Squared neighbour overlap: 1.92e-07
Exchange kinetic scale per electron: 5.9e-09 Ha
Static energy: -0.0089593 Ha
Product energy, formula: -0.0074593 Ha
Product energy, minimised: -0.0074593 Ha
Harmonic energy: -0.0076307 Ha
Harmonic minus product: -0.0001714 Ha
Product energy: -0.20298 eV
Harmonic energy: -0.20764 eV
Periodic cell: 16 electrons, 800 samples per state
Cell coefficients of rs^-1.5 in Ha per electron, rs as above:
  product, predicted: 1.4524
  product, sampled: 1.4514 +/- 0.0025
  correlated, harmonic: 1.2570
  correlated, sampled: 1.2944 +/- 0.0044
```
